Kissinger's line for first-order recovery at a constant heating rate

An anneal simulation needs an activation energy and a prefactor for the recovery of implantation damage. If they are to come from ramps at several heating rates β, with the recovery signal peaking at temperatures Tp, one must decide what to plot against 1/Tp: ln β, or ln(β/Tp²). For the defect treated below, the first choice gives 3.94 eV and the second 3.70 eV, the value put into the model. Matched at 1367 K, the larger energy makes recovery at 900 K nearly three times too slow.

**The model and its signal**

Let N(t) be the number of defects not yet recovered. First-order activated recovery means that each defect disappears independently of the others, with a probability per unit time k that depends on temperature alone:

dN/dt = −k(T) N,  k(T) = ν exp[−E/(kB T)].  (1)

Here E > 0 is the activation energy, ν a prefactor taken as independent of temperature, and kB Boltzmann's constant. The sample is heated from T0 at a constant rate β > 0,

T(t) = T0 + β t,  (2)

and the ramp is long enough to pass the peak. The signal is the recovery rate

R = −dN/dt = k(T) N.  (3)

Because β is constant, −dN/dT = R/β peaks at the same temperature.

**Where the signal peaks**

Since R is positive, its logarithm rises and falls with it. From (3), ln R = ln k + ln N. By (1), ln k = ln ν − E/(kB T), so

d ln k/dt = (d ln k/dT)(dT/dt) = βE/(kB T²),

while d ln N/dt = (1/N) dN/dt = −k. Adding the two,

d ln R/dt = βE/(kB T²) − k(T).  (4)

The first term is the relative growth of the rate constant as the sample warms. The second is the relative loss of the defects that remain.

Call the right-hand side D(T). Its derivative is

dD/dT = −2βE/(kB T³) − k(T) E/(kB T²) < 0,

so D falls steadily and can vanish at most once. At high temperature its first term tends to zero and k tends to ν, so D becomes negative. An interior peak therefore exists if and only if D is positive at the start:

βE/(kB T0²) > k(T0).  (5)

The signal then rises until D = 0 and falls afterwards, so the stationary point is a maximum and there is no other. If (5) fails, the ramp began too hot and the signal falls from the outset; its largest value, at T0, must not be entered as a Kissinger point.

**The straight line**

Setting D(Tp) = 0 gives

βE/(kB Tp²) = ν exp[−E/(kB Tp)].  (6)

Multiply by kB/E to isolate the measured quantities,

β/Tp² = (ν kB/E) exp[−E/(kB Tp)],

and take logarithms:

ln(β/Tp²) = ln(ν kB/E) − E/(kB Tp).  (7)

This is Kissinger's relation. Plotted against 1/Tp it has slope −E/kB, and the intercept ln(ν kB/E) then gives ν. The logarithms refer to numerical values with β in K/s and T in K. Another unit of time, as in K/min, shifts the intercept and leaves the slope alone; the temperature must be absolute.

No approximation was made between (1) and (7), so within this model the line is exact. Neither N0, the initial number, nor T0 appears in it. N0 multiplies the whole signal without moving its peak, and T0 changes how much has recovered earlier, which is again a constant factor in N at later temperatures.

Equation (6) can also be read as a balance of times. Near Tp, the rate constant grows by a factor e in a time of about kB Tp²/(Eβ). The peak comes when this time equals the defect lifetime 1/k.

**The peak temperature for a given rate**

To plan a ramp one needs Tp itself. Define

u = E/(kB Tp), so that 1/Tp² = kB² u²/E².  (8)

Inserting this in (6) gives β kB u²/E = ν exp(−u), or

u² exp(u) = νE/(kB β).  (9)

Take the positive square root and halve both sides:

(u/2) exp(u/2) = (1/2) √[νE/(kB β)].

The Lambert function W(z) solves W exp(W) = z, so

u = 2 W{(1/2) √[νE/(kB β)]},  Tp = E/(kB u).  (10)

For the sensitivity to the heating rate, write (7) as ln β = ln(ν kB/E) + 2 ln Tp − E/(kB Tp) and differentiate:

d ln β/dTp = 2/Tp + E/(kB Tp²) = (u + 2)/Tp.

Inverting,

dTp/d ln β = Tp/(u + 2).  (11)

**Why Tp² belongs in the plot**

Suppose ln β alone is plotted against x = 1/Tp. Since dTp/dx = −Tp², equation (11) gives the local slope

d ln β/dx = −Tp² (u + 2)/Tp = −(E/kB + 2Tp).

Reading −kB times this slope as an energy yields

E_plain = E + 2 kB Tp.  (12)

The excess comes from the factor Tp² in (6), and it varies along the plot, which is therefore slightly curved.

**How much is left at the peak**

Integrating (1) along the ramp gives N(Tp)/N0 = exp(−G), with

G = (1/β) ∫ k(T) dT from T0 to Tp.

For a start cold enough that earlier recovery is negligible, the lower limit may be set to zero. Substitute v = E/(kB T), so that dT = −(E/kB) dv/v²; the minus sign reverses the limits:

G = [νE/(kB β)] ∫ exp(−v)/v² dv from u to ∞.

One integration by parts turns the integral into exp(−u)/u − E1(u), where E1(u) = ∫ exp(−v)/v dv from u to ∞. By (9) the factor in front is u² exp(u). Hence

G = u − u² exp(u) E1(u).  (13)

Repeated integration by parts gives, for large u, E1(u) ≈ [exp(−u)/u](1 − 1/u + 2/u² − 6/u³), and therefore

G ≈ 1 − 2/u + 6/u².  (14)

The fraction left lies somewhat above 1/e. It offers a check on the kinetics that the straight line does not provide.

**Ramps that are not linear**

In a flash anneal the surface temperature rises to a crest and the heating rate drops on the way. Repeating the step to (4) with a general heating rate b(t) = dT/dt gives

d ln R/dt = b E/(kB T²) − k(T).  (15)

At an interior peak of R = −dN/dt the condition is again (6), with β replaced by b at the moment of the peak. Since k is positive, b must be positive there: for a pulse with a single crest, the signal peaks before the crest. The points lie on line (7) if the instantaneous rate is used. Uniqueness, however, was shown for constant β and does not carry over to every b(t).

The signal must be the rate in time. If −dN/dT = R/b is used instead, the derivative of its logarithm contains the further term −(db/dt)/b, so (6) no longer locates its maximum. At a smooth crest, where b falls to zero while defects remain, R/b even grows without bound.

**Worked example**

Take E = 3.7 eV and ν = 10¹⁵ 1/s, rough values in the regime of the dissolution of {311} interstitial defects in implanted silicon. Then E/kB = 42936.7 K. The ramp starts at 900 K. For β = 1000 K/s, (9) reads

u² exp(u) = 10¹⁵ × 42936.7/1000 = 4.294 × 10¹⁶,

which gives u = 31.405 and Tp = 42936.7/31.405 = 1367.2 K. The e-fold time of the rate constant is 1367.2²/(42936.7 × 1000) s = 44 ms. By (11) the peak moves by 1367.2/33.405 = 40.9 K per unit of ln β, or about 94 K per decade.

Peaks found by integrating (1) numerically and locating the largest signal, without use of (6), are:

β = 10 K/s: Tp = 1201.01 K, ln(β/Tp²) = −11.8792
β = 10³ K/s: Tp = 1367.21 K, ln(β/Tp²) = −7.5333
β = 10⁵ K/s: Tp = 1584.69 K, ln(β/Tp²) = −3.2234

The outer two give the slope. The ordinates differ by 8.6558 and the values of 1/Tp by (0.83263 − 0.63104) × 10⁻³ = 0.20159 × 10⁻³ 1/K, so

E/kB = 8.6558/(0.20159 × 10⁻³) K ≈ 4.294 × 10⁴ K,  E = 3.70 eV.

The middle point gives the intercept, −7.5333 + 42936.7/1367.21 = 23.871, and hence ν = (E/kB) exp(23.871) ≈ 10¹⁵ 1/s. Starting at 1050 K with five times as many defects leaves the peak for 10 K/s at 1201.01 K.

Fitting ln β alone to the peaks at five rates, one per decade from 10 to 10⁵ K/s, gives 3.937 eV. The excess of 0.237 eV lies between the values of 2kB Tp at the two ends, 0.207 and 0.273 eV, as (12) requires. For the fraction left at 1000 K/s, (14) gives G = 1 − 0.0637 + 0.0061 = 0.942 and exp(−G) = 0.390, in agreement with the integrated rate equation.

For a flash, let T = 1000 K + 600 K × sin[πt/(10 ms)], which reaches its crest of 1600 K at 5 ms. The signal peaks earlier, at 3.86 ms and 1562 K, where the heating rate is 6.6 × 10⁴ K/s. Equation (10) with this local rate returns 1562 K. With the mean rate of 1.2 × 10⁵ K/s it gives 1595 K, which is 32 K too high.

**What can falsify the energy**

*A prefactor that depends on temperature.* Let ν be replaced by ν(T/Tr), with Tr a fixed reference temperature. Then d ln k/dT = 1/T + E/(kB T²) = (E + kB T)/(kB T²), and the peak condition becomes

β(E + kB Tp)/(kB Tp²) = ν(Tp/Tr) exp[−E/(kB Tp)].

Taking logarithms,

ln(β/Tp²) = ln(ν kB/Tr) + ln Tp − ln(E + kB Tp) − E/(kB Tp).

Differentiate with respect to 1/Tp, using dTp/d(1/Tp) = −Tp², and multiply by −kB:

E_app = E + kB Tp − (kB Tp)²/(E + kB Tp).  (16)

At 1367 K this is 3.7 + 0.118 − 0.004 = 3.814 eV. A fit over the five rates with Tr = 1400 K gives 3.815 eV.

*Second-order kinetics.* Let n = N/N0 obey dn/dt = −k n², where k now contains N0 as a factor. The signal k n² peaks when βE/(kB Tp²) = 2kn. Define z = k(Tp) kB Tp²/(βE), so that the condition reads 2zn = 1. Integrating the rate equation gives n = 1/(1 + G). The cold-start integral above, with its prefactor no longer fixed by (9), gives G ≈ z(1 − 2/u + 6/u²). Thus 2z = 1 + G, and

1/z ≈ 1 + 2/u − 6/u².

By the definition of z, ln(β/Tp²) = ln(ν kB/E) − u + ln(1/z), and expanding the last logarithm gives ln(1/z) ≈ 2/u − 8/u². Since u is proportional to 1/Tp, differentiation gives

E_app ≈ E(1 + 2/u² − 16/u³).  (17)

With u = 31.4 this is 3.706 eV, the value also found by the fit. The largest departure from a straight line is 4.5 × 10⁻⁴ in the logarithm, on an ordinate that spans nearly 9. A good line with a sensible energy is thus no evidence for first order. Changing the initial number of defects is a better probe: it moves the second-order peak, through k, and leaves the first-order peak in place.

*A spread of energies.* If independent defects share one ν but have a Gaussian distribution of E with standard deviation 0.1 eV, the fit gives 3.67 eV, 0.8 percent below the mean. The peak shape is more telling: at 1000 K/s the full width at half height grows from about 102 to 135 K.

*Thermometer errors.* Suppose every reading is too high by d. The plotted quantities are then ln β − 2 ln(Tp + d) and 1/(Tp + d). Dividing their derivatives with respect to Tp, and using (11), gives

E_app/kB = (Tp + d)² (u + 2)/Tp − 2(Tp + d).

Expanding to first order in d, the terms without d combine to uTp = E/kB, and those linear in d to 2d(u + 2) − 2d:

E_app ≈ E + 2 kB d (u + 1).  (18)

For d = 10 K and u = 31.4 the shift is 0.056 eV, as in the fit, which gives 3.756 eV. A lag τ acts differently, because the reading is low by βτ. With τ = 0.1 ms the error is 10 K at 10⁵ K/s but 0.01 K at 100 K/s. The hot end of the plot is drawn towards the cold end, the line steepens, and the fit gives 3.767 eV. A constant reading 10 K too low would instead reduce the energy.

**The model beside a real wafer**

Lamp annealing works at roughly tens to hundreds of K/s and flash annealing at roughly 10⁴ to 10⁶ K/s at the surface, so the example, from 10 to 10⁵ K/s, covers the lamp range, the gap and the lower part of the flash range. Silicon melts at roughly 1700 K. Putting Tp = 1700 K in (6) gives β = 7 × 10⁵ K/s; on faster linear ramps this model places the peak above the melting point, where it no longer applies.

Uniform temperature is a further assumption. For a half-space of thermal diffusivity D_th, a unit step in surface temperature produces a surface gradient of magnitude 1/√(πD_th t). Adding up the steps β ds of a linear ramp gives

|dT/dx| = ∫ β ds/√[πD_th(t − s)] from 0 to t = 2β √[t/(πD_th)].  (19)

At 10⁵ K/s the rise from 900 K to the peak takes 6.85 ms. With a rough D_th = 0.1 cm²/s the gradient is 3.0 × 10⁴ K/cm, or 0.3 K across an implanted layer of 100 nm, which is harmless. A solution of the heat equation for a wafer 775 µm thick with an insulated back face leaves the back about 670 K colder than the front. In such a flash, Tp must be the temperature of the implanted surface.

Real {311} defects can also depart from first order itself. Large defects grow at the expense of small ones, and the released interstitials raise the concentration against which further release must proceed. Neither process is in (1), nor is the formation of the defects from the implant damage during heating: the model has them all present at T0. The values of E and ν give lifetimes 1/k of about 3 h at 705 °C and 2 min at 815 °C, the furnace range in which {311} dissolution is mainly measured; the peaks of the example, at about 930 to 1310 °C, extrapolate the Arrhenius law well beyond it and are not predictions for a wafer. The shifts found above for second order and for an energy spread of 0.1 eV, below 0.03 eV in size, show how little the line reacts to those two changes; they are not bounds on the effect of ripening. An energy from (7) should therefore be carried to other doses or temperatures only after the independence of Tp from the initial damage has been checked. This check is necessary but not sufficient: independent defects with a spread of energies also pass it, because N0 only scales their signal, yet they do not recover with a single rate constant. The full set of computed values is in the numerical output.

Computed results

```
E = 3.7 eV, nu = 1.0e+15 1/s, start 900 K
E/kB = 42936.7 K, ln(nu kB/E) = 23.8713
beta K/s | Tp K | 1000/Tp 1/K | ln(beta/Tp^2) | N/N0 at peak
1e+01 | 1201.01 | 0.83263 | -11.8792 | 0.3874
1e+02 | 1278.88 | 0.78193 | -9.7023 | 0.3886
1e+03 | 1367.21 | 0.73142 | -7.5333 | 0.3900
1e+04 | 1468.20 | 0.68111 | -5.3732 | 0.3915
1e+05 | 1584.69 | 0.63104 | -3.2234 | 0.3932
energy from fitted line: 3.7000 eV
prefactor from fitted line: 1.000e+15 1/s
largest residual of line: 3.0e-07
energy from first and last rate only: 3.7000 eV
u = E/(kB Tp) at 1e3 K/s: 31.405
Tp at 10 K/s, start 1050 K, N0 times 5: 1201.01 K
dTp/d ln(beta) at 1e3 K/s: 40.93 K
energy if Tp^2 is left out: 3.937 eV
rate putting Tp at 1700 K: 7.23e+05 K/s
flash 1000 to 1600 K in 5 ms:
  signal peak at 3.865 ms, 1562.23 K
  local rate 6.582e+04, mean rate 1.20e+05 K/s
  Tp predicted from local rate: 1562.23 K
  Tp predicted from mean rate: 1594.68 K
apparent energy, prefactor proportional to T: 3.815 eV
apparent energy, second order: 3.706 eV
largest residual, second order: 4.5e-04
apparent energy, spread 0.1 eV: 3.672 eV
full width at half height, 1e3 K/s: 101.8 K
  with the energy spread: 134.5 K
apparent energy, readings 10 K high: 3.756 eV
apparent energy, lag 0.1 ms: 3.767 eV
diffusivity 0.1 cm2/s, wafer 775 um
time from start to peak at 1e5 K/s: 6.85 ms
surface gradient, half-space formula: 2.953e+04 K/cm
surface gradient, heat equation: 2.939e+04 K/cm
drop across 100 nm: 0.29 K
front minus back temperature: 673 K
```
